# The Huzinaga operator and the levels of a frozen environment

A closed-shell molecule is described in a finite basis of real functions with overlap matrix $S$, which is positive definite. Its doubly occupied orbitals are divided into two sets. The $n_B$ environment orbitals, the columns of $C_B$, are frozen. The $n_A$ active orbitals, the columns of $C_A$, are to be optimized in their presence. All orbitals are kept orthonormal:

$$C_B^TSC_B=1,\qquad C_A^TSC_A=1,\qquad C_B^TSC_A=0 .$$

Density matrices are counted per spin, $D_A=C_AC_A^T$, $D_B=C_BC_B^T$ and $D=D_A+D_B$, so the total electron density belongs to $2D$. The theory is restricted Hartree-Fock, with

$$E=E_{\rm nuc}+\mathrm{tr}[(h+F)D],\qquad F=h+G[D],$$

$$G[D]_{\mu\nu}=\sum_{\lambda\sigma}\big[2(\mu\nu|\lambda\sigma)-(\mu\lambda|\nu\sigma)\big]D_{\lambda\sigma}.$$

Here $h$ is the one-electron matrix and $E_{\rm nuc}$ the nuclear repulsion. The problem is to find an eigenvalue equation for the active orbitals that respects the frozen ones, and to learn what its operator does to the environment.

## (a) The stationarity condition

**Find the equation obeyed by $C_A$ when the energy is stationary under the constraints, and determine the Lagrange multipliers.**

**Solution.** First vary the energy. Written out, $E=E_{\rm nuc}+2\,\mathrm{tr}(hD)+\mathrm{tr}(G[D]D)$. The integrals are unchanged when the pair $\mu\nu$ is exchanged with $\lambda\sigma$, so $\mathrm{tr}(G[X]Y)=\mathrm{tr}(G[Y]X)$ for symmetric $X$ and $Y$. The two variations of the quadratic term are therefore equal, and

$$\delta E=2\,\mathrm{tr}(h\,\delta D)+2\,\mathrm{tr}(G[D]\,\delta D)=2\,\mathrm{tr}(F\,\delta D).$$

Only the active orbitals move, so $\delta D=\delta C_A\,C_A^T+C_A\,\delta C_A^T$. Both terms give the same trace because $F$ is symmetric:

$$\delta E=4\,\mathrm{tr}(\delta C_A^T F C_A).$$

Introduce a symmetric $n_A\times n_A$ matrix $\epsilon$ for the orthonormality of the active orbitals, and an $n_B\times n_A$ matrix $\Lambda$ for their orthogonality to the environment. With convenient prefactors the Lagrangian is

$$\mathcal L=E-2\,\mathrm{tr}[\epsilon(C_A^TSC_A-1)]-4\,\mathrm{tr}[\Lambda^TC_B^TSC_A].$$

The second term varies by $-4\,\mathrm{tr}(\delta C_A^TSC_A\epsilon)$, since both factors $C_A$ contribute equally. The third varies by $-4\,\mathrm{tr}(\delta C_A^TSC_B\Lambda)$. As $\delta C_A$ is now arbitrary,

$$FC_A=SC_A\epsilon+SC_B\Lambda. \tag{1}$$

Multiply (1) from the left by $C_B^T$. The first term on the right vanishes by orthogonality and the second becomes $\Lambda$, so

$$\Lambda=C_B^TFC_A .$$

Multiplication by $C_A^T$ gives $\epsilon=C_A^TFC_A$ in the same way. An orthogonal rotation of the active orbitals among themselves leaves $D_A$ unchanged, so we may choose the rotation that makes $\epsilon$ diagonal.

The multiplier $\Lambda$ is the coupling of active to environment orbitals through $F$. An ordinary Hartree-Fock equation for $C_A$ would require it to be zero. Localized orbitals generally have $\Lambda\neq0$.

## (b) A symmetric eigenvalue equation

**Eliminate $\Lambda$ and turn (1) into an eigenvalue equation with a symmetric matrix. Is that matrix unique?**

**Solution.** Insert the multiplier into the last term of (1):

$$SC_B\Lambda=SC_BC_B^TFC_A=SD_BFC_A .$$

Moving it to the left gives

$$(F-SD_BF)C_A=SC_A\epsilon. \tag{2}$$

The transpose of $SD_BF$ is $FD_BS$, so the matrix in (2) is in general not symmetric. But orthogonality implies

$$D_BSC_A=C_B(C_B^TSC_A)=0,$$

and hence $FD_BSC_A=0$. Subtracting this zero from the left side of (2) gives

$$HC_A=SC_A\epsilon,\qquad H=F-FD_BS-SD_BF. \tag{3}$$

This $H$ is the Huzinaga operator in matrix form. It is symmetric, so its eigenvectors can be chosen orthonormal with respect to $S$.

It is not unique. The term $y\,SD_BFD_BS$, with any real $y$, is symmetric and also gives zero on $C_A$. It could be added without changing the active equation. Equation (3) is the choice $y=0$, and part (d) shows what this choice means for the environment levels.

## (c) The environment projector

**State what commutation with the environment projector means in a nonorthogonal basis. Decide whether $H$ commutes with it, and whether $F$ has to do so first.**

**Solution.** Let an orbital have the coefficient vector $c$. Its overlap with environment orbital $j$ is the $j$th component of $C_B^TSc$. Its projection on the environment therefore has coefficients $C_BC_B^TSc=D_BSc$. The map $D_BS$ is a projector because

$$D_BSD_B=C_B(C_B^TSC_B)C_B^T=D_B. \tag{4}$$

The array $H$ contains matrix elements between basis functions. The corresponding map from coefficients to coefficients is $S^{-1}H$. Commutation of the two maps reads

$$S^{-1}H\,D_BS=D_BS\,S^{-1}H=D_BH,$$

or, after multiplication by $S$ from the left,

$$HD_BS=SD_BH. \tag{5}$$

This differs from asking whether the arrays $H$ and $D_BS$ commute, which they need not do.

Now evaluate both sides of (5), using (4) in each:

$$\begin{aligned}
HD_BS&=FD_BS-F(D_BSD_B)S-SD_BFD_BS\\
&=FD_BS-FD_BS-SD_BFD_BS\\
&=-SD_BFD_BS,\\[4pt]
SD_BH&=SD_BF-SD_BFD_BS-S(D_BSD_B)F\\
&=SD_BF-SD_BFD_BS-SD_BF\\
&=-SD_BFD_BS.
\end{aligned}$$

The sides agree. Only the symmetry of the construction and (4) were used. $F$ need not be self-consistent, and it need not commute with the projector.

The structure is clearer in an orthonormal basis. Define

$$f=S^{-1/2}FS^{-1/2},\quad P=S^{1/2}D_BS^{1/2},\quad Q=1-P .$$

Equation (4) becomes $P^2=P$. Since $S^{-1/2}(FD_BS)S^{-1/2}=fP$, the Huzinaga operator becomes $h_1=f-fP-Pf$. Expand each term with $1=P+Q$:

$$f=PfP+PfQ+QfP+QfQ,$$

$$fP+Pf=2PfP+QfP+PfQ.$$

The difference is

$$h_1=QfQ-PfP. \tag{6}$$

The couplings between environment and complement have cancelled, and the environment block has been subtracted once too often.

The unit prefactor matters. For $h_k=f-k(fP+Pf)$,

$$\begin{aligned}
[h_k,P]&=fP-Pf-k(fP+PfP-PfP-Pf)\\
&=(1-k)[f,P].
\end{aligned}$$

If $[f,P]\neq0$, commutation requires $k=1$. Inserting the closed-shell total density $2D_B$ in place of $D_B$ amounts to $k=2$. The commutator is then $-[f,P]$, as large as if nothing had been subtracted.

## (d) The levels of the environment

**Find the eigenvalues of $H$ that belong to the environment. When are they related to orbital energies of $F$?**

**Solution.** Try a combination of environment orbitals, $c=C_Bu$. Since $D_BSC_B=C_B$,

$$\begin{aligned}
HC_Bu&=FC_Bu-FC_Bu-SC_B(C_B^TFC_B)u\\
&=-SC_B(C_B^TFC_B)u .
\end{aligned}$$

Let $u_j$ be an eigenvector of the small matrix $C_B^TFC_B$ with eigenvalue $b_j$. Then

$$H(C_Bu_j)=-b_j\,S(C_Bu_j). \tag{7}$$

The environment levels of $H$ are $-b_j$. A negative $b_j$ appears as a positive level, and a positive $b_j$ as a negative one.

The numbers $b_j$ are eigenvalues of $F$ restricted to the environment. They are orbital energies of $F$ itself if the environment space is invariant, that is, if $FC_B=SC_BM$ for some matrix $M$. Multiplication by $C_B^T$ shows that then $M=C_B^TFC_B$, so $FC_Bu_j=b_jSC_Bu_j$. In the orthonormal basis this is the case $[f,P]=0$. A set of canonical orbitals satisfies it; a localized set generally does not. The statement that environment orbital energies change sign therefore holds for an invariant environment. In general it is the block energies $b_j$ that change sign.

The remaining eigenvectors lie in the complement, where $H$ acts as $QfQ$. If a level $-b_j$ happens to coincide with a complement level, a diagonalization may return mixtures of the two eigenvectors. By (6), unmixed ones can still be chosen.

The reversed sign is not a physical energy of the environment electrons. With the extra term of part (b), (6) becomes $QfQ+(y-1)PfP$. The environment levels are then $(y-1)b_j$: reversed for $y=0$, zero for $y=1$ and unchanged for $y=2$. The active equation is the same in all three cases. The use of the reversal is that it lifts bound environment orbitals out of the region to be filled.

## (e) Recovering the full calculation

**Suppose that $C_A$ and $C_B$ together span the occupied space of a self-consistent full calculation. Show that the embedded equation reproduces it. What changes if $C_B$ comes from elsewhere?**

**Solution.** Let $C_V$ hold the virtual orbitals of the full calculation. At self-consistency $F$ does not couple occupied to virtual orbitals, so $C_V^TFC_A=0$ and $C_V^TFC_B=0$. The complement of the environment is spanned by $C_A$ and $C_V$. There $H$ has the same matrix elements as $F$, because $D_BS$ gives zero on both sets. Its complement block therefore splits into two parts:

- the active part $C_A^TFC_A$, with eigenvalues $a_i$;
- the virtual part $C_V^TFC_V$, with the virtual energies of the full calculation.

Filling the active part returns $D_A$, hence the same $D$, the same $F$ and the same energy. The full solution is a fixed point of the embedded iteration. This does not prove that every starting density leads there.

The individual $a_i$ and $b_j$ generally differ from the canonical occupied energies $\varepsilon_m$, because the coupling $C_B^TFC_A$ has been removed. The trace of the occupied block does not depend on the choice of orthonormal orbitals, so

$$\sum_i a_i+\sum_j b_j=\sum_m\varepsilon_m. \tag{8}$$

If the frozen orbitals come from another calculation, the solution of (3) is stationary against the allowed changes of $C_A$, but $C_V^TFC_B$ need not vanish, where $C_V$ now spans the complement of both occupied sets. Mix virtual orbitals into the environment by $\delta C_B=t\,C_VK$, with $\lVert K\rVert=1$ in the Frobenius norm, the root of the sum of squared elements. By the argument of part (a),

$$\frac{dE}{dt}=4\,\mathrm{tr}(K^TC_V^TFC_B). \tag{9}$$

The steepest slope, reached for $K$ parallel to $C_V^TFC_B$, is $4\lVert C_V^TFC_B\rVert$. It measures the force towards relaxation that freezing suppresses.

## (f) Does filling from below select the active orbitals?

**For the partition of part (e), find the condition under which the lowest $n_A$ eigenvectors of $H$ are the active ones. How does it depend on the zero of energy?**

**Solution.** Let $a_{\max}$ and $b_{\max}$ be the highest active and environment block energies. Assume that $a_{\max}$ lies below the virtual levels. The lowest environment level of $H$ is $-b_{\max}$, so the condition is

$$a_{\max}<-b_{\max}\quad\Longleftrightarrow\quad a_{\max}+b_{\max}<0. \tag{10}$$

It is sufficient that both are negative. An environment orbital with positive $b_j$ is moved down instead of up and may be filled by mistake.

Now shift the zero of energy, $F\to F+cS$. Ordinary filling of the levels of $F$ is unaffected, because all of them move by $c$. But

$$H\to H+cS-2c\,SD_BS .$$

On the complement the last term vanishes and the levels move by $+c$. On the environment $SD_BSC_B=SC_B$, and the levels move by $c-2c=-c$. Condition (10) becomes $a_{\max}+b_{\max}+2c<0$, or

$$c<c^*=-\tfrac12(a_{\max}+b_{\max}). \tag{11}$$

The reversal thus relies on an energy zero above the mean of these two levels. If (10) fails, one can select eigenvectors by their environment content, or add $\mu\,SD_BS$ to $H$. That term raises every environment level by $\mu$ and leaves the complement alone.

## (g) Formaldehyde

**Apply the results to H$_2$CO, with an environment that represents the two C-H bonds.**

**Solution.** The calculation is restricted Hartree-Fock in the 6-31G basis. The planar geometry is chosen with round values: C-O 1.21 Å, C-H 1.11 Å and an H-C-H angle of 116°. There are 22 basis functions and 8 occupied orbitals.

To define the environment, form $S^{1/2}C_{\rm occ}$ from the occupied orbitals, keep the rows of the hydrogen functions, and take the singular value decomposition. The squared singular values are the hydrogen weights of a rotated set of occupied orbitals. The largest are 0.485, 0.421 and 0.004. The gap after the second suggests $n_B=2$, which leaves $n_A=6$.

The energies in hartree are:

- canonical: −20.5957, −11.3560, −1.4279, −0.8709, −0.7007, −0.6436, −0.5330, −0.4403;
- active block, $a_i$: −20.5953, −11.3361, −1.3965, −0.6902, −0.5784, −0.5330;
- environment block, $b_j$: −0.8759, −0.5627.

Diagonalization of $H$ gives environment levels at +0.5627 and +0.8759 hartree, or 15.31 and 23.83 eV. They are the $b_j$ with reversed sign, as (7) requires. They are not reversed canonical energies, since neither $b_j$ is in the canonical list. Correspondingly, the Frobenius norm of $[f,P]$ is 0.718 hartree, while that of $[h_1,P]$ is zero to rounding. Had the canonical orbitals at −0.8709 and −0.7007 hartree been frozen instead, the environment would be invariant and those two energies would themselves change sign.

The sum rule (8) can be checked with these numbers. Before rounding, the $a_i$ add up to −35.1296 and the $b_j$ to −1.4386 hartree. Together they give −36.5682 hartree, the sum of the canonical energies. Adding the four-decimal values listed above can change the last digit by one.

One energy, −0.5330 hartree, is in both the canonical and the active list. Symmetry explains it. An orbital that is odd under reflection in the molecular plane has no weight on the hydrogen functions, which are all of s type. It therefore has no component in either environment orbital, and its energy must survive the partition. The occupied C-O $\pi$ orbital is of this kind, and −0.5330 is the one value common to both lists.

For the filling, $a_{\max}=-0.5330$, the lowest virtual level is 0.1250 and $-b_{\max}=0.5627$ hartree. The six lowest eigenvectors of $H$ are thus the active ones. The six lowest orbitals of $F$ would not do: their squared overlaps with the environment add up to 1.47, out of a possible 2. The critical shift is

$$c^*=\tfrac12(0.5330+0.5627)=0.5479\ \text{hartree}.$$

At 0.01 hartree below $c^*$ the six lowest eigenvectors of $H$ have no environment content. At 0.01 hartree above it they contain one whole environment orbital.

The embedded equation was also iterated to self-consistency with $C_B$ frozen, starting from a superposition of atomic densities and filling the six lowest levels. It converged to −113.80734 hartree, the energy of the full calculation.

Finally, let the environment come from elsewhere. The full molecule was solved in a uniform field of 0.02 atomic units along the C-O axis, pointing from carbon to oxygen, and partitioned in the same way. The resulting $C_B$ was frozen, the field removed, and the active orbitals were optimized. The energy lies 1.47 millihartree above the full result, which is the price of an environment that cannot relax.

Central differences of the energy show where the remaining force acts. Along a random normalized rotation of active into virtual orbitals the slope is $-8\times10^{-9}$ hartree per unit of the rotation parameter $t$ (generator of unit Frobenius norm), zero within the accuracy of the differences. Along the steepest rotation of environment into virtual orbitals it is 0.1036 hartree per unit of $t$, equal to $4\lVert C_V^TFC_B\rVert$ from (9). The active orbitals are stationary in the presence of an environment that is not.
